# Beat nodes of Rashba-split Fermi circles and of a warped cylinder

A beat in the quantum oscillations of a two-dimensional electron gas can be read as the sum of two cosines in $1/B$, one for each spin-split Fermi circle, with nodes where $\Delta F/B$ is a half-integer. For the gas worked out below this rule predicts a node at 3.49 T that does not exist, puts its next node at 1.16 T when it lies at 1.68 T, and gives $\alpha = 0.006833$ from a node spacing when the true value is $0.007$. The same rule applied to a layered metal with no spin-orbit coupling returns a nonzero $\alpha$, which is pure artefact; for a cylinder built with the same mass, density and frequency range it is $0.007005$. The node conditions of both systems are needed to avoid these errors.

## Problem

Hartree atomic units are used ($\hbar = e = m_e = 1$, temperature in hartree). The electron charge is $-1$, the field $B>0$ points along $z$, $\boldsymbol\pi = \mathbf p + \mathbf A$, $\omega = B/m$, and $\mu_B = 1/2$. The observable is $D = \partial n/\partial\mu$ at temperature $T$ and fixed chemical potential $\mu$.

Model A is the Rashba gas with $\alpha>0$ and $\mu \gg \omega, T$:
$$H = \frac{\pi^2}{2m} + \alpha(\sigma_x\pi_y - \sigma_y\pi_x) + \frac{gB}{4}\sigma_z .$$
Model B is the cylinder $E = k^2/2m - 2t\cos(k_zc) \pm gB/4$ with $\mu - 2t \gg T$.

(a) Express $\alpha$ through the densities $n_\pm$ of the two Fermi circles of model A.
(b) Find the Landau levels of model A, the fields of the beat nodes and the amplitude left at a node.
(c) Find the envelope and nodes of model B and contrast the two.
(d) Evaluate for $m = 0.04$, $n = 2.8\times10^{-5}$, $\alpha = 0.007$, $g = -4$, $T = 4\times10^{-6}$, and for a cylinder with the same $m$, $g$, $T$, density per layer and $\Delta F$.

## Solution

### (a) The two circles

At $B = 0$ the square of $\sigma_xk_y - \sigma_yk_x$ is $k^2$, because $\sigma_x$ and $\sigma_y$ anticommute, so $E_\pm = k^2/2m \pm \alpha k$. Multiplying $E_\pm = \mu$ by $2m$ and completing the square gives $(k \pm k_R)^2 = k_0^2$, with $k_R = m\alpha$ and $k_0^2 = k_R^2 + 2m\mu$. For $\mu>0$, $k_0>k_R$, and each band has one positive root, $k_\pm = k_0 \mp k_R$. Each circle holds one spin state per $\mathbf k$, so $n_\pm = \pi k_\pm^2/(2\pi)^2 = k_\pm^2/4\pi$ and
$$n = n_+ + n_- = \frac{k_0^2 + k_R^2}{2\pi} = \frac{m(\mu + m\alpha^2)}{\pi}, \qquad \Delta n = n_- - n_+ = \frac{k_Rk_0}{\pi}.$$
Since $k_- - k_+ = 2m\alpha$ and $k_\pm = \sqrt{4\pi n_\pm}$,
$$\alpha = \frac{\sqrt\pi}{m}\left(\sqrt{n_-} - \sqrt{n_+}\right).$$

To compare with approximate forms, write $\sqrt{n_-}-\sqrt{n_+} = \Delta n/(\sqrt{n_-}+\sqrt{n_+})$. The squared denominator is $n + 2\sqrt{n_+n_-} = n + \sqrt{n^2-\Delta n^2} \approx 2n(1-\epsilon^2/4)$ with $\epsilon = \Delta n/n$. Hence $\alpha \approx \alpha_1(1+\epsilon^2/8)$, where $\alpha_1 = (\Delta n/m)\sqrt{\pi/2n}$. The form $\alpha_2 = (\Delta n/m)\sqrt{\pi/2(n-\Delta n)}$ equals $\alpha_1(1-\epsilon)^{-1/2}$ and is too large by about $\epsilon/2$, an error of first order.

The densities fix only the product $m\alpha$. The mass comes from the temperature damping, which as $B\to0$ measures the cyclotron masses $m_\pm = (2\pi)^{-1}\,d(\pi k_\pm^2)/d\mu = k_\pm\, dk_0/d\mu = mk_\pm/k_0$. Their mean is $m$. At finite field the damping gives $m(1\mp\eta)$ with the $\eta$ of part (b), which tends to $k_R/k_0$ as $B\to0$ and is smaller at higher field; the mean stays $m$. For $-m\alpha^2/2<\mu<0$ both circles, of radii $k_R \pm k_0$, belong to the lower band, and the two square roots must be added.

### (b) Landau levels and nodes

The commutator is $[\pi_x,\pi_y] = -i(\partial_xA_y - \partial_yA_x) = -iB$. Then $a = (\pi_x - i\pi_y)/\sqrt{2B}$ obeys $[a,a^\dagger] = 2i[\pi_x,\pi_y]/2B = 1$, and $a^\dagger a = (\pi^2 - B)/2B$, so $\pi^2/2m = \omega(a^\dagger a + \tfrac12)$. The upper right element of $\sigma_x\pi_y - \sigma_y\pi_x$ is $\pi_y + i\pi_x = i\sqrt{2B}\,a$, so the Rashba term connects only $|N,\downarrow\rangle$ and $|N-1,\uparrow\rangle$, with matrix element of modulus $\alpha\sqrt{2BN}$. With $gB/4 = (gm/4)\,\omega$ the diagonal energies are $(N-\tfrac12)\omega + gB/4 = N\omega - \delta\omega$ and $(N+\tfrac12)\omega - gB/4 = N\omega + \delta\omega$, where $\delta = \tfrac12 - gm/4$. The $2\times2$ block gives
$$E_{N\pm} = N\omega \pm \sqrt{\delta^2\omega^2 + 2\alpha^2BN}, \quad N\ge1,$$
and $|0,\downarrow\rangle$ stays alone at $E_0 = \delta\omega$, on the upper branch if $\delta>0$. Each level holds $B/2\pi$ states per area, the number $(m/2\pi)\,\omega$ that one free spin species has in an interval $\omega$.

The oscillation phase is the level index as a continuous function of energy. Put $y = N\omega$, so that $2\alpha^2BN = 2m\alpha^2y$. Squaring gives $(E-y)^2 = \delta^2\omega^2 + 2m\alpha^2y$, a quadratic with roots
$$\omega N_\pm(E) = E + m\alpha^2 \mp S, \qquad S^2 = m^2\alpha^4 + 2m\alpha^2E + \delta^2\omega^2 = \alpha^2k_0^2 + \delta^2\omega^2 ,$$
where $k_0$ is taken at energy $E$. The upper branch needs $E - y>0$, and $E - y = \pm S - m\alpha^2$ with $S>m\alpha^2$, which fixes the assignment of signs.

As $B\to0$, $S\to\alpha k_0$ and $BN_\pm \to m\mu + k_R^2 \mp k_Rk_0 = k_\pm^2/2$. These are the Onsager frequencies $F_\pm = \pi k_\pm^2/2\pi = 2\pi n_\pm$, and the rule is $N = F_\pm/B$ with no $\tfrac12$. The reason is the Berry phase: the spinors $(1, \mp ie^{i\theta})/\sqrt2$ have $i\langle u|\partial_\theta u\rangle = -\tfrac12$, which integrates to $-\pi$ around a circle and shifts the index by half a unit. At any field, with $\bar F = \pi n$ and $\Delta F = 2k_Rk_0 = 2\pi\Delta n$,
$$N_+ + N_- = \frac{2(\mu + m\alpha^2)}{\omega} = \frac{2\bar F}{B}, \qquad \Delta N = N_- - N_+ = \frac{2S}{\omega} = \sqrt{\left(\frac{\Delta F}{B}\right)^2 + 4\delta^2}.$$
The number of filled levels, averaged over the oscillation, is $N_+ + \tfrac12$ for the integers from 0 and $N_- - \tfrac12$ for those from 1. The smoothed density $(B/2\pi)(N_+ + N_-)$ therefore equals the zero-field $n$ at every field with $\omega\ll\mu$, and fixing $\mu$ fixes the mean density.

Now $D = (B/2\pi)\sum_{N,s}K(E_{Ns}-\mu)$ with $K(\varepsilon) = -\partial f/\partial\varepsilon = 1/[4T\cosh^2(\varepsilon/2T)]$. The kernel is exponentially small at the lowest levels, so the Poisson formula $\sum_Nh(N) = \sum_r\int h(N)\,e^{2\pi irN}dN$ applies without end terms. Change variable to energy and linearize across the thermal window, $N_s(\mu+\varepsilon) = N_s + w_s\varepsilon$. Since $dS/dE = m\alpha^2/S$, the slopes are $\omega w_\pm = 1 \mp \eta$ with $\eta = m\alpha^2/S$. What remains is $I = \int K e^{iq\varepsilon}d\varepsilon$ with $q = 2\pi rw_s$. With $\varepsilon = 2Tv$ and $\lambda = 2Tq$, $I = \int e^{i\lambda v}dv/(2\cosh^2v)$. Shifting the contour by $i\pi$ multiplies the integrand by $e^{-\pi\lambda}$. The enclosed pole is $v = i\pi/2 + \zeta$, where $\cosh^2v = -\sinh^2\zeta \approx -\zeta^2$, with residue $-\tfrac{i\lambda}{2}e^{-\pi\lambda/2}$. So $I(1-e^{-\pi\lambda}) = \pi\lambda e^{-\pi\lambda/2}$ and $I = \pi Tq/\sinh(\pi Tq)$. The $r=0$ terms give $(B/2\pi)(w_++w_-) = m/\pi$. Pairing $r$ with $-r$ and dividing by $m/\pi$,
$$\frac{\pi D}{m} - 1 = \sum_{r\ge1}\sum_{s=\pm}\omega w_s\,R(rX_s)\cos 2\pi rN_s, \qquad R(X) = \frac{X}{\sinh X}, \quad X_s = 2\pi^2Tw_s .$$
If every level is a Lorentzian of half-width $\Gamma$, its transform, from the pole at $i\Gamma$, multiplies each term by $e^{-2\pi r\Gamma w_s}$.

For $r=1$ let $a_s = \omega w_sR(X_s)$ and $\phi = 2\pi\bar F/B$, so that $2\pi N_\pm = \phi \mp \pi\Delta N$. The addition formulas give
$$(a_++a_-)\cos\phi\,\cos\pi\Delta N + (a_+-a_-)\sin\phi\,\sin\pi\Delta N .$$
The large term vanishes at $\Delta N = j+\tfrac12$, that is at
$$\frac{\Delta F}{B_j} = \sqrt{(j+\tfrac12)^2 - 4\delta^2} \approx j + \tfrac12 - \frac{2\delta^2}{j+\tfrac12}.$$
The half-integer rule is the limit of large $j$, approached from below. Because $\Delta N \ge 2|\delta|$, nodes with $j+\tfrac12<2|\delta|$ never occur; for $g=0$, $2\delta = 1$ and $j=0$ is already missing. Physically, at high field the splitting $2S$ tends to the gap $2|\delta|\omega$ between the uncoupled levels and stops scaling with $\alpha$. Two limits check the result. For $gm = 2$, $\delta=0$ and the half-integer rule is exact. For $\alpha=0$, $\cos\pi\Delta N = \cos2\pi\delta = -\cos(\pi gm/2)$, the ordinary field-independent spin factor, with the sign that comes from the $\tfrac12$ in $(N+\tfrac12)\omega$.

The coefficient of $\cos\phi$ changes sign at a node, so the fast oscillation slips by $\pi$. The amplitude at the node is $|a_+-a_-|$. With $X = 2\pi^2T/\omega$ and $a(u) = uR(Xu)$, the identity $R'/R = 1/X - \coth X$ gives $a'(1) = R\,(2 - X\coth X)$, and with $u = 1\mp\eta$
$$a_+ - a_- \approx -2\eta\,R(X)\,(2 - X\coth X).$$
The heavier outer circle has more weight but is damped more strongly, and for $\Gamma = 0$ and to first order in $\eta$ the two effects cancel only at $X\coth X = 2$; elsewhere a node is a minimum and not a zero. The Lorentzian factor $e^{-2\pi\Gamma u/\omega}$ adds $-2\pi\Gamma/\omega$ to the logarithmic derivative of $a(u)$ and moves the cancellation to $X\coth X = 2 - 2\pi\Gamma/\omega$. The second harmonic carries $\cos2\pi\Delta N = -1$ at these fields and is at full strength, so the oscillation can appear to double its frequency there.

The squared node condition is a straight line,
$$(j+\tfrac12)^2 = \Delta F^2\,B_j^{-2} + 4\delta^2 .$$
Its slope gives $\Delta F$, the fast period between two nodes gives $\bar F$, then $n_\pm = (\bar F \mp \Delta F/2)/2\pi$, and part (a) gives $\alpha$. The period must not be counted across nodes without removing the slips. Their sense follows the sign of $a_+-a_-$, so they add up while that sign holds: for the numbers of part (d) the three slips between $\bar F/B = 8$ and $45$ raise the apparent frequency of the first harmonic to $\bar F(1+3/74) = 21.5$ T. A count on the full $D$ is further off, because at that temperature the two level ladders are resolved over much of the range: $D$ has 64 maxima in these 37 periods. Two nodes determine the line for any assumed numbering, so at least three are needed to test $j$, and three low-field nodes test it only weakly. For nodes 3 to 5 of part (d) a numbering shifted by $+1$ still fits the fields to 0.3%, with $\Delta F = 1.93$ T and $4\delta^2 = 6.8$, and the cylinder nodes $k = 3$ to $5$, read as $j = k$, fit the same line to 0.4%. With all five nodes the corresponding misfits exceed 18%, so the high-field nodes carry the test. The intercept gives $|\delta|$ only, which leaves two values of $g$.

Two assumptions stand between $D$ and a resistance measurement. The oscillating resistivity is taken proportional to the oscillating part of $D$, and a sample of fixed $n$ is treated as one of fixed $\mu$. The first is assumed and not derived here. The second holds to first order in the oscillation amplitude, because the shift of $\mu$ that keeps $n$ fixed is itself of first order and changes the oscillating part of $D$ only at second order; with sharp levels $\mu$ oscillates strongly and mixes the harmonics. A Dresselhaus term added to the Rashba term, or a nonparabolic band, destroys the $2\times2$ block form or the level spacing and changes the node condition.

### (c) The warped cylinder

With $\theta = k_zc$ the levels are $(N+\tfrac12)\omega + sgB/4 - 2t\cos\theta$, so
$$N_s(\mu,\theta) = \frac{F_0 + 2mt\cos\theta}{B} - \frac12 - \frac{sgm}{4}, \qquad F_0 = m\mu .$$
The frequency runs continuously over a range $\Delta F = 4mt$ between neck ($\theta=\pi$) and belly ($\theta=0$). The density per layer is the $\theta$ average of $2\times 2m(\mu+2t\cos\theta)/4\pi$, which is $m\mu/\pi$, so $F_0 = \pi n$. Here $N$ is linear in energy with $w = 1/\omega$, so the Poisson result holds at each $\theta$ with no linearization error. The $-\tfrac12$ gives $(-1)^r$, and the sum over $s$ gives $2\cos(\pi rgm/2)$. With $z = \pi r\Delta F/B$ and $\phi_0 = 2\pi rF_0/B$, expand $\cos(\phi_0 + z\cos\theta) = \cos\phi_0\cos(z\cos\theta) - \sin\phi_0\sin(z\cos\theta)$. The second term is odd under $\theta\to\pi-\theta$ and averages to zero; the average $\pi^{-1}\int_0^\pi\cos(z\cos\theta)\,d\theta$ defines $J_0(z)$. Per layer,
$$\frac{\pi D}{m} - 1 = 2\sum_{r\ge1}(-1)^rR(rX)\cos\frac{\pi rgm}{2}\,J_0\!\left(\frac{\pi r\Delta F}{B}\right)\cos\frac{2\pi rF_0}{B}.$$
There is no $\sin\phi_0$ term, so the first harmonic of model B has true zeros. This rests on a mass independent of $k_z$ and on the pure $\cos\theta$ warping. A dispersion $-2t(\cos\theta + b\cos2\theta)$ gives $\sin\phi_0$ the coefficient $-zb\langle\cos2\theta\cos(z\cos\theta)\rangle$ to first order in $b$. By the identities for $J_0'$ and $J_0''$ below, this equals $-b\,(zJ_0 + 2J_0')$, which is $-2bJ_0'$ at a zero of $J_0$. For $b = 0.02$ and the spin factor of part (d) the residue at the first node, divided by $R$, is 0.040.

For large $z$ the average of $e^{iz\cos\theta}$ comes from the stationary points. Near $\theta=0$, $\cos\theta\approx1-\theta^2/2$ and $\int_0^\infty e^{-iz\theta^2/2}d\theta = \tfrac12\sqrt{2\pi/z}\,e^{-i\pi/4}$, so the belly contributes $\tfrac12\sqrt{2\pi/z}\,e^{i(z-\pi/4)}$. The neck contributes the complex conjugate. Adding them and dividing by $\pi$,
$$J_0(z) \approx \sqrt{\frac{2}{\pi z}}\cos\left(z - \frac\pi4\right).$$
The opposite phases $\mp\pi/4$ of a maximal and a minimal cross-section move the nodes from half-integers to $\Delta F/B = k-\tfrac14$.

The next correction follows from the differential equation. With $\langle\cdot\rangle$ the $\theta$ average, $J_0' = -\langle\cos\theta\sin(z\cos\theta)\rangle = -z\langle\sin^2\theta\cos(z\cos\theta)\rangle$ after integration by parts, and $J_0'' = -\langle\cos^2\theta\cos(z\cos\theta)\rangle$, so $J_0''+J_0'/z = -J_0$. Then $u = \sqrt z\,J_0$ obeys $u'' + (1+1/4z^2)u = 0$. The local wave number is $1+1/8z^2$, so the phase matched at infinity is $z - \pi/4 - 1/8z$. Setting it to $\pi(k-\tfrac12)$ gives $z_k \approx \beta + 1/8\beta$ with $\beta = \pi(k-\tfrac14)$, or
$$\frac{\Delta F}{B_k} \approx k - \frac14 + \frac{1}{8\pi^2(k-\tfrac14)} .$$

The two systems therefore differ in four ways. The Rashba nodes approach offset $\tfrac12$ from below, with a correction set by $g$; the cylinder nodes approach offset $\tfrac34$ from above, with a universal correction. After division by $R$, the Rashba antinodes keep the height $\approx2$ as long as $\eta X\ll1$, while those of the cylinder fall as $\sqrt B$ towards low field, since only a slice of width $z^{-1/2}$ around each extremal orbit stays in phase. The Rashba node generally has a residue and the node of the pure cosine cylinder has none, although a warping harmonic of a few per cent gives it a residue of the same size. Finally $F_\pm$ are densities of two populations, while neck and belly are not, so part (a) has no meaning for them. These statements concern $D$. Interlayer conduction weights each slice with $v_z^2\propto\sin^2\theta$, whose average $\langle\sin^2\theta\cos(z\cos\theta)\rangle = -J_0'/z$ vanishes at the antinodes of $J_0$, so interlayer nodes need not sit at the zeros of $J_0$.

### (d) Numbers

The inputs are chosen, roughly those of a narrow-gap quantum well: $n = 9.999\times10^{11}$ cm$^{-2}$, $\alpha = 10.08$ meV nm, $T = 1.263$ K. One atomic unit of field is 235052 T.

From part (a), $\mu = \pi n/m - m\alpha^2 = 0.00219911 - 0.00000196 = 0.00219715$, or 59.788 meV. Then $k_R = 0.00028$, $k_0 = 0.0132609$, $k_+ = 0.0129809$, $k_- = 0.0135409$, which give $n_+ = 1.34091\times10^{-5}$, $n_- = 1.45909\times10^{-5}$ and $\epsilon = 0.04221$. The exact formula amounts to $(0.0135409 - 0.0129809)/0.08 = 0.007000$. The approximations give $\alpha_1 = 0.006998$ ($-0.022\%$) and $\alpha_2 = 0.007151$ ($+2.157\%$). The zero-field masses are $0.039155$ and $0.040845$; at 1.6768 T the damping masses $m(1\mp\eta)$ are $0.039414$ and $0.040586$. The frequencies are $F_+ = 19.8035$ T and $F_- = 21.5490$ T, so $\bar F = 20.6762$ T and $\Delta F = 1.7455$ T.

With $\delta = 0.5 + 0.04 = 0.54$, $4\delta^2 = 1.1664$, the node $j=0$, expected at 3.4910 T by the half-integer rule, is absent. For $j=1$, $\sqrt{2.25 - 1.1664} = 1.0410$ and $B_1 = 1.7455/1.0410 = 1.6768$ T. The cylinder has $t = \Delta F/4m = 4.6413\times10^{-5}$, or 1.2630 meV, and spin factor 0.9686; its first node is at $2.4048/\pi = 0.7655$, or 2.2803 T.

| index | Rashba $B_j$ (T) | $j+\frac12$ rule (T) | cylinder $B_k$ (T) |
|---|---|---|---|
| 1 | 1.6768 | 1.1637 | 2.2803 |
| 2 | 0.7742 | 0.6982 | 0.9934 |
| 3 | 0.5243 | 0.4987 | 0.6337 |
| 4 | 0.3996 | 0.3879 | 0.4651 |
| 5 | 0.3237 | 0.3174 | 0.3673 |

The Rashba residue $(a_+-a_-)/R$ is $-0.0274$ at $j=1$, to be set against an antinode height of 2. It shrinks to $-0.0020$ at $j=4$ and is $+0.0141$ at $j=5$. The sign change occurs because $X$ passes 1.9150, the root of $X\coth X = 2$, between $X = 1.8579$ and $2.2936$. A nearly perfect zero at one node is therefore no evidence for a cylinder. The cylinder antinodes have $|J_0| = 0.4028, 0.3001, 0.2497, 0.2184$, close to $\sqrt{2/\pi z} = 0.4076, 0.3012, 0.2502, 0.2186$.

Reading $\Delta F$ from the spacing of nodes 4 and 5 alone fails in two ways. For the Rashba gas the spacing in $\Delta F/B$ is $5.3929 - 4.3685 = 1.0244$, so the apparent frequency is $1.7455/1.0244 = 1.7039$ T and $\alpha$ comes out as $0.006833$. The apparent offset, the fractional part of $5.3929/1.0244$, is 0.264 and not $\tfrac12$, for two reasons of similar size: node 5 already lies at $5.3929$ instead of $5.5$, a shift of about 0.11, and the small error $0.0244$ in the spacing, multiplied by $5.3929/1.0244 = 5.26$, removes about 0.13 more. For the cylinder the spacing is 0.9993, the offset 0.756 and the false $\alpha$ is 0.007005. That value is close to $0.007$ only because the cylinder was given the same $m$, $n$ and $\Delta F$. An offset taken from one spacing need not be near $\tfrac12$ for a Rashba gas, whose nodes have to be compared with the squared node condition instead.

The damping factor is $R = 0.9681$ at $j=1$ and still $0.4676$ at $j=5$, so in this clean model the oscillations are of order one or larger over the whole table. The fixed-$\mu$ result still holds for $D$, but a sample at fixed density follows it only if disorder or a higher temperature reduces the amplitude. Near 1.06 T the relative oscillation of $D$ reaches 5.9 at this temperature and the fixed-$n$ curve differs from the fixed-$\mu$ one by as much; at higher temperature the difference falls to about 0.9 times the square of the amplitude (0.023 at amplitude 0.16).

The numerical check below finds the Fermi radii, masses and Berry phase from the $2\times2$ Hamiltonian and the Landau levels by matrix diagonalization. It sums $K$ directly over the levels and agrees with the Poisson formulas to $3.7\times10^{-5}$ (Rashba, limited by the linearization of $N_s$) and $2.2\times10^{-14}$ (cylinder). It then locates five nodes of each model by dividing the direct sum by $R(X)$, so that the envelope is $\approx2\cos\pi\Delta N$ or $\propto J_0$, then multiplying by $\cos\phi$ and averaging over a Gaussian window in $1/B$; $\bar F$ is supplied from $n$ and not measured. The highest nodes come out at 1.6786 T and 2.2714 T, slightly off the exact values. A window of width $\sigma$ turns an envelope $A$ into $A + \sigma^2A''/2$ and moves its zero by $-\sigma^2A''/2A'$. At a zero $A''/A'$ is $\Delta N''/\Delta N'>0$ for the Rashba gas and negative for $J_0$, where $J_0''/J_0' = -1/z$, which accounts for the opposite shifts. The straight-line fit of $(j+\tfrac12)^2$ against $B_j^{-2}$ for the numerical Rashba nodes gives $\Delta F = 1.7455$ T, $4\delta^2 = 1.1680$ (carrying the window bias) and $\alpha = 0.007000$. The numerical residue at the cylinder nodes, divided by $R$, is at most $3.6\times10^{-6}$.

## Table of computed values

```
units: B 235052 T, E 27.2114 eV, T 315775 K, alpha 1439.96 meV nm
inputs: m = 0.04, g = -4.0, alpha = 0.007 au = 10.08 meV nm
n = 2.8e-05 au = 9.999e+11 cm^-2, T = 4e-06 au = 1.263 K
mu = 0.00219715 au = 59.788 meV, m alpha^2 = 1.96e-06 au
kR = 0.00028, k0 = 0.0132609, k+ = 0.0129809, k- = 0.0135409 bohr^-1
n+ = 1.34091e-05, n- = 1.45909e-05, dn = 1.1819e-06 bohr^-2, dn/n = 0.04221
m+ = 0.039155, m- = 0.040845 m_e, kR/k0 = 0.02111
F+ = 8.42515e-05 au = 19.8035 T, F- = 9.16776e-05 au = 21.5490 T
Fbar = 8.79646e-05 au = 20.6762 T, dF = 7.42609e-06 au = 1.7455 T
Fbar/dF = 11.845, delta = 0.5400, 4 delta^2 = 1.1664
alpha exact = 0.007000 au
alpha with 2n = 0.006998 au (-0.022 %)
alpha with 2(n-dn) = 0.007151 au (+2.157 %)
max |direct - Poisson|: Rashba 3.7e-05, cylinder 2.2e-14
Rashba: j, dF/B, B(au), B(T), B numeric(T), B for j+1/2 (T)
 1 1.0410 7.1339e-06 1.6768 1.6786 1.1637
 2 2.2547 3.2936e-06 0.7742 0.7742 0.6982
 3 3.3292 2.2306e-06 0.5243 0.5243 0.4987
 4 4.3685 1.6999e-06 0.3996 0.3996 0.3879
 5 5.3929 1.3770e-06 0.3237 0.3237 0.3174
absent semiclassical j=0 node: B = 3.4910 T
Rashba: j, X, R(X), (a+ - a-)/R formula, numeric
 1 0.4427 0.9681 -0.0274 -0.0271
 2 0.9589 0.8617 -0.0271 -0.0266
 3 1.4159 0.7303 -0.0163 -0.0160
 4 1.8579 0.5941 -0.0020 -0.0020
 5 2.2936 0.4676 +0.0141 +0.0138
X coth X = 2 at X = 1.9150
fit to numeric nodes: dF = 7.4259e-06 au = 1.7455 T, 4 delta^2 = 1.1680
fit: n+ = 1.34091e-05, n- = 1.45909e-05 bohr^-2, alpha = 0.007000 au
cylinder: t = 4.6413e-05 au = 1.2630 meV, mu = 0.00219911 au, spin factor = 0.9686
cylinder: k, zero of J0, dF/B, k-1/4, B(T), B numeric(T)
 1 2.4048 0.7655 0.75 2.2803 2.2714
 2 5.5201 1.7571 1.75 0.9934 0.9927
 3 8.6537 2.7546 2.75 0.6337 0.6335
 4 11.7915 3.7534 3.75 0.4651 0.4650
 5 14.9309 4.7527 4.75 0.3673 0.3672
cylinder max residual at nodes = 3.6e-06
|J0| at antinodes: 0.4028 0.3001 0.2497 0.2184
sqrt(2/(pi z)) there: 0.4076 0.3012 0.2502 0.2186
Rashba nodes 4,5: spacing = 1.0244, naive dF = 1.7039 T, offset = 0.264
cylinder nodes 4,5: spacing = 0.9993, naive dF = 1.7467 T, offset = 0.756
alpha from naive Rashba spacing = 0.006833 au
false alpha from cylinder spacing = 0.007005 au
```
